# Heavy–Light Hole Mixing at (001) Interfaces and In-Plane Optical Anisotropy, part 1

(Sections cited here and not found follow in the second part.)

## 1. Symmetry, the interface operator and the polarization law

### What symmetry and dimensions already fix

Consider a quantum well grown along $z\parallel[001]$ from zinc-blende materials, with $x\parallel[100]$ and $y\parallel[010]$. Its absorption for light polarized along $[110]$ and $[1\bar10]$ is $W_{110}$ and $W_{1\bar10}$. The quantity sought is the linear polarization

$$\rho=\frac{W_{110}-W_{1\bar10}}{W_{110}+W_{1\bar10}} .\tag{1}$$

An ideal interface has the point group $C_{2v}$: a twofold axis along $z$ and two mirror planes, which contain $z$ and one of the directions $[110]$, $[1\bar10]$. No operation of this group exchanges the two directions, so a single interface may distinguish them. Let a real number $t_i$ measure how strongly interface $i$ does so.

The operation $S_4$, a quarter turn about $z$ combined with $z\to-z$, belongs to the bulk group $T_d$. It exchanges $[110]$ with $[1\bar10]$ and the left interface with the right one. A well with strengths $(t_L,t_R)$ is therefore carried into one with strengths $(-t_R,-t_L)$, while $\rho$ changes sign. Suppose that the well is otherwise symmetric and that $\rho=\alpha t_L+\beta t_R$ to first order. Then

$$\alpha t_L+\beta t_R=-\left[\alpha(-t_R)+\beta(-t_L)\right]=\beta t_L+\alpha t_R .\tag{2}$$

This holds for all $t_L,t_R$ only if $\alpha=\beta$, so

$$\rho\propto t_L+t_R .\tag{3}$$

The scale follows from dimensions. The interface perturbation extends over about a lattice constant $a_0$. For envelope functions that vary slowly on this scale, it acts as a contact term $\delta(z-z_i)$ whose coefficient is an energy times a length. The natural unit is $\hbar^2/(m_0a_0)$, with $m_0$ the free-electron mass, and $t_i$ is then dimensionless. Symmetry fixes neither its magnitude nor its sign.

### Which wells keep the anisotropy

The $C_{2v}$ symmetry of each interface is necessary for anisotropy but not sufficient, because two interfaces can cancel. The atomic planes decide this.

A cation at the origin has anion neighbours at $(a_0/4)(1,1,1)$ and $(a_0/4)(-1,-1,1)$ above it, and at $(a_0/4)(1,-1,-1)$ and $(a_0/4)(-1,1,-1)$ below it. Going up from a cation plane to an anion plane, the bonds lie in the plane of $z$ and $[110]$. Going up from an anion plane to a cation plane, they lie in the plane of $z$ and $[1\bar10]$. This choice of origin defines which diagonal is called $[110]$.

Let the barrier consist of cations C and anions A, and the well of cations D and anions B. There are three cases.

- **Common atom** (B = A). The foreign planes are the D planes alone, and the middle of their stack is an atomic plane. An $S_4$ operation centred on an atom of that plane maps the well onto itself. The group is $D_{2d}$.
- **No common atom, unlike bonds.** A whole number of monolayers gives the sequence …CA|DB…DB|CA…. The interface bonds are A–D and B–C, both in the $[1\bar10]$ plane. The well has an even number of planes, so its middle lies between two planes. A bulk operation that reverses $z$ sends cation planes to cation planes, so it must reverse about an atomic plane. None therefore maps the well onto itself, and the group is $C_{2v}$.
- **No common atom, like bonds.** With one more D plane the sequence is …CA|DB…BD|AC…. Both interfaces have A–D bonds, but in perpendicular planes. The number of planes is odd, the middle is an atomic plane, and the group is again $D_{2d}$.

These groups were tested by counting the operations that map labelled atomic positions onto themselves. The count is 24 for the bulk and 4 for one interface. It is 8 for a common-atom well of three monolayers, 4 for an unlike-bond well of six planes and 8 for a like-bond well of seven planes, as expected for $D_{2d}$, $C_{2v}$ and $D_{2d}$.

In the $D_{2d}$ cases $S_4$ carries one interface into the other, so $t_R=-t_L$ and (3) vanishes. In the unlike-bond case $t_L$ and $t_R$ are independent, and anisotropy is allowed. The statement to be derived thus concerns no-common-atom wells whose interfaces are not exchanged by $S_4$.

### The invariant operator

The valence-band top is a quartet with angular momentum $J=3/2$. Hermitian operators on it form a 16-dimensional space: the unit operator, three components of $\mathbf J$, five quadrupoles and seven octupoles. Time reversal changes the sign of $\mathbf J$, so a static, non-magnetic interface admits the unit operator and the quadrupoles

$$J_z^2-\tfrac54,\quad J_x^2-J_y^2,\quad \{J_xJ_y\},\quad\{J_yJ_z\},\quad\{J_zJ_x\},\tag{4}$$

where $\{J_aJ_b\}=(J_aJ_b+J_bJ_a)/2$. The quartet is built from orbitals $X,Y,Z$ that all change sign under inversion. The two signs cancel in any operator acting within the quartet, so a mirror acts on (4) like the half turn about its normal.

The half turn about $z$ gives $J_x\to-J_x$, $J_y\to-J_y$ and removes the last two operators. The half turn about $[110]$ gives $J_x\leftrightarrow J_y$, $J_z\to-J_z$. It reverses $J_x^2-J_y^2$ and keeps $\{J_xJ_y\}$. Three invariants remain under $C_{2v}$: the unit operator, $J_z^2$ and $\{J_xJ_y\}$.

Under $S_4$, which acts here as a quarter turn, $J_x\to J_y$ and $J_y\to-J_x$, so that

$$\{J_xJ_y\}\to-\{J_xJ_y\}.\tag{5}$$

Only two invariants survive in $D_{2d}$. A numerical count of invariants on the 16-dimensional space confirms the numbers three and two. Equation (5) also proves the rule used in (2), that $S_4$ reverses the interface strength.

The unit and $J_z^2$ terms do not mix heavy with light holes. They do shift the levels and change the envelopes at the interfaces, so they can alter $\rho$ noticeably if their strength is comparable with that of the mixing term. Leaving them out is an assumption of the model. Terms with derivatives of the envelopes are neglected. Each derivative brings a factor of order $a_0$ divided by the envelope's length scale, so the neglect is justified only if that scale is much longer than $a_0$. In the well treated in section 2 the heavy envelope decays in the barrier over about 0.46 nm, less than a lattice constant. There the contact term is a model, and $t_i$ is an effective parameter. With energy counted downward from the valence edge (hole energy), the mixing term is

$$H_i=c_i\{J_xJ_y\}\,\delta(z-z_i),\qquad c_i=\frac{\hbar^2t_i}{\sqrt3\,m_0a_0}.\tag{6}$$

The factor $\sqrt3$ is conventional. Although energies are inverted, the basis remains that of valence electrons, so optical matrix elements can be taken directly from it.

### Orbital meaning

The orbital angular momentum acts as $L_x|Y\rangle=i|Z\rangle$, $L_x|Z\rangle=-i|Y\rangle$, $L_y|Z\rangle=i|X\rangle$, $L_y|X\rangle=-i|Z\rangle$, with $L_x|X\rangle=L_y|Y\rangle=0$. Hence

$$L_xL_y|X\rangle=-iL_x|Z\rangle=-|Y\rangle,\qquad L_yL_x|Y\rangle=iL_y|Z\rangle=-|X\rangle ,\tag{7}$$

while $L_yL_x|X\rangle$, $L_xL_y|Y\rangle$ and both products acting on $|Z\rangle$ vanish. Therefore

$$\{L_xL_y\}=-\tfrac12\left(|X\rangle\langle Y|+|Y\rangle\langle X|\right).\tag{8}$$

Within $J=3/2$, the Wigner–Eckart theorem makes a quadrupole of $\mathbf L$ proportional to the same quadrupole of $\mathbf J$. The factor follows from the state $m=3/2$, in which $L_z=1$: there $3L_z^2-L^2=3-2=1$ and $3J_z^2-J^2=\frac{27}{4}-\frac{15}{4}=3$. So $\{L_xL_y\}$ projects to $\{J_xJ_y\}/3$, and (6) is the projection of

$$3c_i\{L_xL_y\}\delta(z-z_i)=-\tfrac32c_i\left(|X\rangle\langle Y|+|Y\rangle\langle X|\right)\delta(z-z_i).\tag{9}$$

The orbitals $(X\pm Y)/\sqrt2$ are its eigenstates, with coefficients $\mp\frac32c_i$. The interface splits the $p$ orbitals lying along the two diagonals. For $t_i>0$ the orbital along $[110]$ has the lower hole energy, so the lowest hole state should absorb more strongly along $[110]$.

### Matrix elements and a real two-component problem

The phases of the Bloch states are fixed by

$$|\tfrac32\rangle=-\frac{X+iY}{\sqrt2}\uparrow,\qquad |{-\tfrac12}\rangle=\frac{X-iY}{\sqrt6}\uparrow+\sqrt{\tfrac23}\,Z\downarrow .\tag{10}$$

With $J_\pm=J_x\pm iJ_y$ one has $J_\pm^2=J_x^2-J_y^2\pm2i\{J_xJ_y\}$, and subtraction gives

$$\{J_xJ_y\}=\frac{J_+^2-J_-^2}{4i}.\tag{11}$$

Since $J_+|{-\frac12}\rangle=2|\frac12\rangle$ and $J_+|\frac12\rangle=\sqrt3|\frac32\rangle$,

$$\langle\tfrac32|\{J_xJ_y\}|{-\tfrac12}\rangle=\frac{2\sqrt3}{4i}=-\frac{i\sqrt3}{2}.\tag{12}$$

The operator changes $m$ by two. It couples $3/2$ with $-1/2$, and $1/2$ with $-3/2$, and nothing else. These two blocks are Kramers partners.

In the bulk Luttinger Hamiltonian, heavy–light coupling vanishes when the in-plane momentum is zero. What remains is diagonal in $m$, with $k_z^2$ multiplied by $K(\gamma_1+\frac52\gamma_2-2\gamma_2J_z^2)$ and $K=\hbar^2/2m_0$. Putting $J_z^2=\frac94$ and $\frac14$ gives the inverse masses, in units of $1/m_0$,

$$A_h=\gamma_1-2\gamma_2,\qquad A_l=\gamma_1+2\gamma_2 .\tag{13}$$

For position-dependent masses the kinetic operator is written so as to conserve flux:

$$H_\nu=-K\frac{d}{dz}A_\nu(z)\frac{d}{dz}+V(z),\qquad \nu=h,l .\tag{14}$$

Take the state $F_h|\frac32\rangle+F_l|{-\frac12}\rangle$. By (6) and (12) its coupling is $-iU_i$, with

$$U_i=\frac{\sqrt3}{2}c_i=\frac{\hbar^2t_i}{2m_0a_0}=\frac{Kt_i}{a_0}.\tag{15}$$

Setting $F_l=if_l$ turns the factor $-i$ into $-i\cdot i=1$ in the heavy equation. In the light equation a common factor $i$ cancels. The result is real:

$$(H_h-E)F_h+\sum_iU_i\delta(z-z_i)f_l=0,\qquad (H_l-E)f_l+\sum_iU_i\delta(z-z_i)F_h=0 .\tag{16}$$

The factor $i$ cannot be dropped, because it selects the polarization axes.

### Optical strength at a general angle

Let the light be polarized at angle $\varphi$ from $[100]$, and let the electron be an $s$-like conduction state with real envelope $F_e$. Define

$$I_h=\int F_eF_h\,dz,\qquad g=\int F_ef_l\,dz,\qquad r=\frac{g}{I_h}.\tag{17}$$

The momentum operator connects $S$ with $X$ through $e_x=\cos\varphi$ and $S$ with $Y$ through $e_y=\sin\varphi$, with a common factor $P$. Thus $X\pm iY$ contributes $e^{\pm i\varphi}$. The $Z$ part of (10) does not contribute for in-plane polarization. The amplitude into the spin-up electron is

$$M=P\left[-\frac{e^{i\varphi}}{\sqrt2}I_h+\frac{ie^{-i\varphi}}{\sqrt6}g\right].\tag{18}$$

Its squared modulus has the cross term $-(2/\sqrt{12})I_hg\,\mathrm{Re}(ie^{-2i\varphi})$, and $\mathrm{Re}(ie^{-2i\varphi})=\sin2\varphi$. The Kramers partner has the same strength for linear polarization, by time reversal. Adding both and dividing by $P^2$ gives

$$W(\varphi)=I_h^2+\frac{g^2}{3}-\frac{2}{\sqrt3}I_hg\sin2\varphi .\tag{19}$$

The directions $[110]$ and $[1\bar10]$ correspond to $\sin2\varphi=1$ and $-1$. Inserting them in (1) and dividing numerator and denominator by $I_h^2$ gives

$$\rho=-\frac{2r/\sqrt3}{1+r^2/3}=-\frac{2\sqrt3\,r}{3+r^2}.\tag{20}$$

For small $r$ this is $\rho\simeq-2r/\sqrt3$. Since $(|r|-\sqrt3)^2\ge0$ implies $3+r^2\ge2\sqrt3|r|$, the polarization never exceeds one in magnitude. At $r=-\sqrt3$ it reaches one: the in-plane part of the state seen by the electron is then proportional to $-(X+iY)-i(X-iY)=-(1+i)(X+Y)$, a pure $[110]$ orbital.

## 2. Envelopes in a well, limiting cases and a worked example

### Quantities carried over

The heavy and light envelopes $F_h$ and $f_l$ obey (16), with inverse masses $A_\nu$ and $K=\hbar^2/2m_0$. The interface couplings are $U_i=Kt_i/a_0$. The ratio of light to heavy overlap with the electron is $r$, and (20) gives $\rho=-2\sqrt3r/(3+r^2)$. The operation $S_4$ reverses the sign of an interface strength. It remains to find $r$ for a well of width $L$ with interfaces at $z=\pm L/2$, barrier height $V_0$ for both kinds of hole, and identical barriers.

### Matching at the interfaces

Subscripts $w$ and $b$ denote well and barrier. At energy $E$, each envelope has

$$k_\nu=\sqrt{\frac{E}{KA_{\nu w}}},\qquad \kappa_\nu=\sqrt{\frac{V_0-E}{KA_{\nu b}}} .\tag{21}$$

An even part with value $e$ at the interfaces is $e\cos(kz)/\cos(kL/2)$ inside and decays as $e\,\exp[-\kappa(|z|-L/2)]$ outside. An odd part has values $\pm o$ at $z=\pm L/2$ and is $o\sin(kz)/\sin(kL/2)$ inside.

Integrating (16) across an interface gives, for the heavy component,

$$-K\left[A_hF_h'\right]_{z_i^-}^{z_i^+}+U_if_l(z_i)=0,\tag{22}$$

and the same with $F_h$ and $f_l$ exchanged. At $z=L/2$ the even part has slope $-ek\tan(kL/2)$ inside and $-e\kappa$ outside. The odd part has slopes $ok\cot(kL/2)$ and $-o\kappa$. The first term of (22) is therefore $D^ee+D^oo$, where

$$D_\nu^e=K\left[A_{\nu b}\kappa_\nu-A_{\nu w}k_\nu\tan\frac{k_\nu L}{2}\right],\qquad D_\nu^o=K\left[A_{\nu b}\kappa_\nu+A_{\nu w}k_\nu\cot\frac{k_\nu L}{2}\right].\tag{23}$$

At $z=-L/2$ reflection gives $D^ee-D^oo$. A zero of $D_\nu^e$ or $D_\nu^o$ is an uncoupled level.

Let $h_e,h_o,l_e,l_o$ be the even and odd interface values of $F_h$ and $f_l$. The heavy equations at the two interfaces are

$$D_h^eh_e+D_h^oh_o+U_R(l_e+l_o)=0,\qquad D_h^eh_e-D_h^oh_o+U_L(l_e-l_o)=0.\tag{24}$$

Half their sum and half their difference, together with the light counterparts, give

$$\begin{aligned}
D_h^eh_e+U_+l_e+U_-l_o&=0, & D_h^oh_o+U_-l_e+U_+l_o&=0,\\
D_l^el_e+U_+h_e+U_-h_o&=0, & D_l^ol_o+U_-h_e+U_+h_o&=0,
\end{aligned}\tag{25}$$

with $U_\pm=(U_R\pm U_L)/2$. The levels are the energies at which the determinant of this system vanishes. The mean coupling $U_+$ joins envelopes of equal parity and the difference $U_-$ joins envelopes of opposite parity. For equal interfaces, $U_L=U_R=U$, the even equations separate and require

$$D_h^eD_l^e=U^2 .\tag{26}$$

### The $D_{2d}$ well

If $S_4$ exchanges the interfaces, then $U_R=-U_L$ and $U_+=0$. Equations (25) split into the pairs $(h_e,l_o)$ and $(h_o,l_e)$. The electron ground state is even. In the first pair the light part has no overlap with it, $g=0$. In the second pair the heavy part has none, $I_h=0$. Either way the $\sin2\varphi$ term of (19) vanishes, whatever the size of $U_-$. Heavy and light holes are still mixed, but in this model the mixing produces no anisotropy.

An electric field along $z$ destroys the parity of the envelopes and restores the anisotropy. Since $S_4$ reverses both the field $\mathcal F$ and $\rho$ while leaving this well unchanged,

$$\rho(-\mathcal F)=-\rho(\mathcal F).\tag{27}$$

We have related the polarization to the overlap ratio $r$, obtained the matching equations that determine the envelopes, and shown that the anisotropy vanishes in a $D_{2d}$ well without a field. It remains to evaluate $r$ to first order and in wide wells, work through a numerical example, and examine the effects left out.
